# Singlet and Doublet Levels of Three Orbitals around a Chalcogen Vacancy

## 1. Why three separate orbitals give the wrong answer

Remove one chalcogen atom from a monolayer such as MoS$_2$, and three metal atoms each lose one bond. Suppose the three dangling orbitals left behind are treated as independent. They then give three levels at one energy $e_0$, with room for six electrons. The neutral vacancy puts two electrons there, as counted in Section 4, so this picture predicts a partly filled shell at a single energy. Both conclusions fail once electrons can hop between the three atoms. The level splits in two, and for the sign of hopping considered below the two electrons form a closed shell. The positions of the trap levels, their filling and their response to distortion all depend on this splitting.

## 2. The model and its matrix

The three metal atoms sit at the corners of an equilateral triangle centred on the vacant site. Each keeps one real orbital, $|1\rangle$, $|2\rangle$ or $|3\rangle$, directed towards the vacancy. Keeping one orbital per atom is a modelling assumption. The orbitals are taken as orthonormal. Spin-orbit coupling, magnetic fields and electron repulsion are left out at first, so each level holds two electrons of opposite spin.

A rotation by $120^\circ$ takes $|1\rangle$ to $|2\rangle$, $|2\rangle$ to $|3\rangle$ and $|3\rangle$ to $|1\rangle$. This fixes the relative signs of the orbitals. Since the Hamiltonian is unchanged by the rotation,

$$H_{11}=H_{22}=H_{33}\equiv e_0,\qquad H_{12}=H_{23}=H_{31}\equiv -t. \tag{1}$$

Without a magnetic field or spin-orbit coupling the matrix elements between real orbitals are real. Hermiticity then gives $H_{21}=H_{12}$, and likewise for the other pairs, so all six off-diagonal elements equal $-t$:

$$H=\begin{pmatrix}e_0&-t&-t\\-t&e_0&-t\\-t&-t&e_0\end{pmatrix}=(e_0+t)I-tJ. \tag{2}$$

Here $I$ is the unit matrix and $J$ has every element equal to 1. On the diagonal, $(e_0+t)-t=e_0$, as required.

## 3. The levels and their states

Let a state have amplitudes $c_1,c_2,c_3$. Each component of $Jc$ is the sum of the amplitudes, so the eigenvalue equation $Hc=Ec$ reads

$$(e_0+t)c_i-t(c_1+c_2+c_3)=Ec_i,\qquad i=1,2,3. \tag{3}$$

If the three amplitudes are equal, their sum is $3c_i$, and

$$E_s=e_0+t-3t=e_0-2t. \tag{4}$$

If the amplitudes add to zero, the second term of (3) vanishes, and

$$E_d=e_0+t. \tag{5}$$

The condition $c_1+c_2+c_3=0$ leaves two independent amplitudes, so (5) is a doublet. A normalized set of states is

$$\begin{aligned}
|s\rangle&=\frac{|1\rangle+|2\rangle+|3\rangle}{\sqrt3},\\
|d_1\rangle&=\frac{2|1\rangle-|2\rangle-|3\rangle}{\sqrt6},\qquad
|d_2\rangle=\frac{|2\rangle-|3\rangle}{\sqrt2}.
\end{aligned}\tag{6}$$

They are mutually orthogonal, and three orthogonal states exhaust a three-dimensional space, so no level is missing. The determinant confirms the count. With $x=E-e_0$,

$$\det(E-H)=x^3-3t^2x+2t^3=(x+2t)(x-t)^2. \tag{7}$$

The simple root is $x=-2t$ and the double root is $x=t$. The energies also satisfy $E_s+2E_d=3e_0$, the trace of $H$: hopping moves the levels apart without moving their average.

The factor of two in (4) can be read from the states. In $|s\rangle$ each orbital has two neighbours with the same amplitude, and each contributes $-t$. In a zero-sum state the two neighbours of orbital $i$ have total amplitude $-c_i$, so together they contribute $+t$.

Rotation gives the same result in another form. Take $c_j=e^{i\theta_m j}/\sqrt3$ with $\theta_m=2\pi m/3$ and $m=0,\pm1$. The two neighbours of site $j$ have amplitudes $e^{\pm i\theta_m}c_j$, hence

$$E_m=e_0-t\left(e^{i\theta_m}+e^{-i\theta_m}\right)=e_0-2t\cos\theta_m. \tag{8}$$

For $m=0$ the cosine is 1, and for $m=\pm1$ it is $-1/2$. The last two states are complex conjugates of each other, and a real $H$ must give them the same energy.

**The sign of $t$.** Reversing the sign of one orbital reverses two of the three hoppings. The product $H_{12}H_{23}H_{31}=-t^3$ is unchanged, because each orbital appears in it twice, and so is the spectrum. Reversing all three hoppings is a physical change: it puts the doublet below the singlet.

The model does not determine this sign. Lobes that overlap in phase tend to give $t>0$. A simple case shows the tendency: one electron moving around three protons $1.50$ Å apart, with one s orbital on each (STO-3G basis). After the orbitals are made orthogonal, the computed hopping is $t=2.97$ eV, which is positive. The value depends on the basis: in large basis sets (cc-pVTZ to aug-cc-pVQZ) one third of the singlet-doublet splitting is $3.02$ eV, about $0.05$ eV higher, with the same sign. This illustrates the sign for s-like orbitals; it does not give the value for metal d orbitals. Below, $t>0$ is assumed.

## 4. Filling and a numerical example

In the bond count for MoS$_2$, each metal atom supplies four electrons to six metal-chalcogen bonds, or $2/3$ electron per bond. Its other two valence electrons remain in metal d states. Removing a neutral sulfur atom cuts three bonds and leaves

$$N=3\times\frac46=2 \tag{9}$$

electrons in the dangling orbitals. They fill the singlet with opposite spins and leave the doublet empty.

Measure energies from the valence-band edge and take the rough model values $e_0=0.85$ eV, $t=0.40$ eV and a host gap of $1.80$ eV. Then

$$\begin{aligned}
E_s&=0.85-2(0.40)=0.05\ \text{eV},\\
E_d&=0.85+0.40=1.25\ \text{eV}.
\end{aligned}\tag{10}$$

The splitting is $3t=1.20$ eV. The doublet lies $1.80-1.25=0.55$ eV below the conduction edge and can accept electrons. Compared with two electrons at $e_0$, the filled singlet changes the orbital energy by $2(-2t)=-1.60$ eV. This is not a vacancy formation energy, which would also include the broken bonds, the relaxation and the removed atom.

Two other cases help to read the result. As $t\to0$, the three levels merge at $e_0$. With $t=-0.40$ eV and $e_0$ held fixed, the doublet lies at $0.45$ eV and the singlet at $1.65$ eV. Two electrons would then half fill the doublet, and the closed shell would be lost.

## 5. What the surrounding crystal changes

The dangling orbitals also couple to the rest of the layer. Write their amplitudes as a vector $c$, those of the host as $b$, the host Hamiltonian as $H_h$ and the coupling as $W$:

$$Hc+Wb=Ec,\qquad W^\dagger c+H_hb=Eb. \tag{11}$$

For $E$ outside the host spectrum, the second equation gives $b=(E-H_h)^{-1}W^\dagger c$. Substitution in the first gives

$$h(E)c=Ec,\qquad h(E)=H+W(E-H_h)^{-1}W^\dagger. \tag{12}$$

If the host and its coupling to the three orbitals share the threefold symmetry, and $H_h$ and $W$ are real, the argument leading to (2) applies to $h(E)$. Its diagonal elements share one value $\alpha(E)$ and its off-diagonal elements share another, $\beta(E)$. The levels obey

$$E=\alpha(E)+2\beta(E)\quad\text{or}\quad E=\alpha(E)-\beta(E), \tag{13}$$

and the second condition holds for two independent states. The singlet-doublet pattern therefore survives, while $e_0$ and $t$ become energy-dependent. A level inside a host band that couples to band states at its energy broadens into a resonance, and (13) then no longer describes a bound state.

To size the shift, couple each dangling orbital by $V=0.40$ eV to one valence-like level at $E_v=-1.50$ eV and one conduction-like level at $E_c=3.00$ eV. These stand for band averages, not band edges. For a starting level $e$, which is $E_s$ or $E_d$, equation (12) becomes

$$E=e+\frac{V^2}{E-E_c}+\frac{V^2}{E-E_v}. \tag{14}$$

The host level above pushes $E$ down, and the one below pushes it up. The solutions in the gap are $0.095$ eV for the singlet and $1.219$ eV for the doublet. The splitting falls from $1.20$ to $1.12$ eV, or by about 6%. About 92% of the singlet and 93% of the doublet remains on the dangling orbitals. A different host can change the splitting by another amount or in the other direction, so this is an estimate of scale.

## 6. Overlap of the orbitals

Orbitals on neighbouring atoms are not orthogonal in general. Let each pair have overlap $s$, and define $\tau=e_0s-H_{12}$. Subtracting $e_0s$ makes $\tau$ independent of the energy zero. The overlap and Hamiltonian matrices are

$$S=(1-s)I+sJ,\qquad H=e_0S-\tau(J-I), \tag{15}$$

and the eigenvalue equation is $Hc=ESc$. For equal amplitudes, $S$ gives $1+2s$ and $J-I$ gives 2. For zero-sum amplitudes they give $1-s$ and $-1$. Hence

$$E_s=e_0-\frac{2\tau}{1+2s},\qquad E_d=e_0+\frac{\tau}{1-s}. \tag{16}$$

The degeneracy remains, but the shifts are no longer in the ratio 2:1 about the original $e_0$. With $s=0.05$ and $\tau=0.40$ eV, the levels are $0.123$ and $1.271$ eV, and the splitting is $1.15$ eV, about 4% below $1.20$ eV. If $e_0$ and $t$ are defined for orthogonalized orbitals, this effect is already contained in them and must not be added again.

## 7. What splits the doublet

**Distortion.** Let one hopping strength become $t+\delta$, with the other two fixed at $t$. Label the changed pair 1 and 2. The state $(|1\rangle-|2\rangle)/\sqrt2$ does not couple to $|3\rangle$, because its two contributions cancel. Its energy is $e_0+t+\delta$. The state $(|1\rangle+|2\rangle)/\sqrt2$ has energy $e_0-(t+\delta)$ and couples to $|3\rangle$ with strength $-\sqrt2\,t$. The resulting two-by-two matrix has eigenvalues

$$E_\pm=e_0-\frac{t+\delta}{2}\pm\sqrt{\frac{(t+\delta)^2}{4}+2t^2}. \tag{17}$$

At $\delta=0$ the root is $3t/2$, and $E_+$ belongs to the doublet. To first order in $\delta$ the root increases by $\delta/6$, so $E_+\approx e_0+t-\delta/3$. The doublet splitting is

$$\Delta_\delta\approx\left|\delta+\frac{\delta}{3}\right|=\frac43|\delta|. \tag{18}$$

For $\delta=0.04$ eV, a 10% change in one hopping, (18) gives $53.3$ meV and the full expression gives $53.0$ meV.

This matters when the vacancy captures one electron. A distortion that leaves the average hopping unchanged does not move the singlet to first order, but it splits the doublet linearly. The captured electron can occupy the lower branch. If spin-orbit coupling is negligible and the elastic cost is quadratic in the displacement, a small distortion lowers the total energy. This is the Jahn-Teller effect. The neutral vacancy, with its empty doublet, lacks this linear gain.

**Spin-orbit coupling.** Keep the spin component normal to the layer fixed, and add $i\kappa$ to hopping in one sense around the triangle and $-i\kappa$ in the other. The opposite spin has opposite $\kappa$. For the rotating states of (8), the added energy is

$$i\kappa\left(e^{-i\theta_m}-e^{i\theta_m}\right)=2\kappa\sin\theta_m. \tag{19}$$

It vanishes for $m=0$ and equals $\pm\sqrt3\,\kappa$ for $m=\pm1$. The doublet therefore splits by

$$\Delta_{so}=2\sqrt3\,|\kappa|. \tag{20}$$

With the rough input $\kappa=15$ meV, the splitting is $52$ meV. Each of the two resulting levels still holds two electrons, because reversing both spin and $m$ leaves (19) unchanged. Spin-flip terms are omitted here. This splitting also removes the linear gain from distortion: for small distortions that leave the average hopping unchanged, the lower level now falls only quadratically. Small here means $\tfrac43|\delta|\ll\Delta_{so}$. The inputs used above are outside that range: with $\delta=40$ meV and $\kappa=15$ meV the two splittings combine to about $74$ meV, and the lower level falls by $11$ meV instead of $26$ meV. After capture, a small distortion of this kind is then favourable only if the quadratic gain, summed over all the electrons, exceeds the elastic cost.

## 8. Repulsion between the two electrons

The largest correction to the excitation energy among those sized here comes from electron repulsion. Let two electrons on the same atom cost an extra energy $U$. For opposite spins, denote by $|ij\rangle$ the state with the up electron on atom $i$ and the down electron on atom $j$. Define

$$\begin{aligned}
|D\rangle&=\frac{|11\rangle+|22\rangle+|33\rangle}{\sqrt3},\\
|C\rangle&=\frac1{\sqrt6}\sum_{i\ne j}|ij\rangle.
\end{aligned}\tag{21}$$

For $t>0$, every hopping element between position states is $-t$, and hopping connects all nine of them. The lowest state can then be chosen with positive amplitudes. It is unique and shares the symmetry of the triangle and of electron exchange, so it is a combination of $|D\rangle$ and $|C\rangle$.

From each $|ii\rangle$, hopping leads to four states $|ij\rangle$ or $|ji\rangle$. Each state in $|C\rangle$ is reached from two doubly occupied states, so $\langle C|H|D\rangle=-2t\sqrt6/\sqrt3=-2\sqrt2\,t$. Each separated state is also connected to two other separated states, which gives $-2t$ on the diagonal. Relative to $2e_0$,

$$H_2=\begin{pmatrix}U&-2\sqrt2\,t\\-2\sqrt2\,t&-2t\end{pmatrix}, \tag{22}$$

with lower energy

$$E_0=2e_0+\frac{U-2t}{2}-\sqrt{\left(\frac{U+2t}{2}\right)^2+8t^2}. \tag{23}$$

In a spin triplet the two electrons cannot share an orbital, so $U$ has no effect. The lowest triplet has one electron in each kind of level, with energy $2e_0-2t+t=2e_0-t$. The excitation energy to it is

$$\Delta_{ST}=\sqrt{\left(\frac{U+2t}{2}\right)^2+8t^2}-\frac U2. \tag{24}$$

At $U=0$ this is $3t$, the orbital splitting. For large $U$, the root approaches $U/2+t$, and $\Delta_{ST}$ approaches $t$. With $U=1.0$ eV and $t$ fixed at $0.40$ eV,

$$\Delta_{ST}=\sqrt{0.90^2+1.28}-0.50=0.95\ \text{eV}, \tag{25}$$

which is 21% below $1.20$ eV. This reduction applies to the triplet; the lowest excited singlet of the same model moves up, to $1.41$ eV. The closed-shell ground state survives, but the orbital splitting should not be read as the energy of a neutral excitation.

## 9. Temperature, density and the real vacancy

At 300 K, $k_BT=25.9$ meV. Hold two electrons in the vacancy and neglect repulsion. There are $2\times4=8$ ways to place one electron in each kind of level and six ways to put both in the doublet. The weight of excited states relative to the ground state is

$$w=8e^{-3t/k_BT}+6e^{-6t/k_BT}\approx6\times10^{-20}. \tag{26}$$

Thermal excitation within an isolated vacancy is negligible in this example. Exchange of electrons with the bands is a separate matter, controlled by the Fermi level.

At a density of $10^{13}$ cm$^{-2}$, evenly spread vacancies lie about $d=n^{-1/2}=3.16$ nm apart, where $n$ is the density. For a level at depth $B$ below the conduction edge, the one-band equation for the radial amplitude outside the defect is $\psi''+\psi'/r-\nu^2\psi/r^2=(2mB/\hbar^2)\psi$. Here $r$ is the distance from the vacancy and $\nu$ is the angular momentum of the envelope. For a band edge at the zone centre whose Bloch state is symmetric about the vacancy, $\nu=0$ for the singlet and $\nu=1$ for the doublet. In MoS$_2$ the conduction edge lies at the K points, where the Bloch state itself has $m=\pm1$ about the vacant site, so the slowest tail of the doublet has $\nu=0$. At distances much larger than $\ell=\hbar/\sqrt{2mB}$ the terms containing $1/r$ and $1/r^2$ are small, which leaves $\psi''\approx(2mB/\hbar^2)\psi$. The amplitude then decays over $\ell$. With $B=0.55$ eV and half the free-electron mass, $\ell=0.372$ nm. Taking $t$ as a rough prefactor gives a coupling $te^{-d/\ell}\approx0.08$ meV between doublets. The singlet is only $0.05$ eV from the valence edge. With the same mass, its decay length is larger by $\sqrt{0.55/0.05}\approx3.3$, or about $1.2$ nm. Here $t$ is much larger than the depth of the level and is no longer a sensible prefactor. Taking the depth, $0.05$ eV, instead gives roughly 4 meV. Both figures are rough. The neglected terms change the amplitudes of both states. For the singlet, $d$ is only about $2.6\,\ell$, and even the local decay rate at that distance is still about 18% above $1/\ell$. That figure is for $\nu=0$. The doublet lies deep in the gap, where the valence band lengthens its decay: a two-band dispersion multiplies $1/\ell^2$ by $1-B/E_g$, with $E_g$ the host gap, which gives $\ell\approx0.45$ nm and raises the coupling estimate to about 0.3 meV. The single mass is also a simplification. The valence maximum at the zone centre lies close to the one at K and is several times heavier; a mass of 1.8 free-electron masses would shorten the singlet decay length to about $0.65$ nm and lower its coupling estimate to about 0.4 meV. Randomly placed vacancies have a mean nearest-neighbour distance of only $d/2$, at which the factor $e^{-r/\ell}$ is about 0.014 for the doublet and 0.28 for the singlet. These factors compare the decay of the two states; they do not give the couplings at such short distances. In each of these estimates the doublet decays faster than the singlet, so treating vacancies as isolated is safer for the doublet at this density, but the margin depends strongly on the depth of the singlet and on which valence maximum feeds its tail.

For a neutral sulfur vacancy in monolayer MoS$_2$, electronic-structure calculations commonly place a filled singlet near the valence edge and an empty doublet in the upper part of the gap. The values of $e_0$ and $t$ were chosen to lie in that regime, so the agreement in level order is not a prediction. The gap of $1.8$ eV is a rough value typical of semilocal density-functional calculations; the quasiparticle gap of an isolated layer is larger. Devices also contain charged vacancies, strain that differs between directions, and uneven surroundings, which break the assumption of a neutral, symmetric defect. For the 10% hopping change used above and without spin-orbit coupling, the doublet splits by 53 meV, about 4% of the singlet-doublet separation. The numerical output collects the inputs and the main computed values.

## Numbers as computed

```
MODEL INPUTS AND MAIN RESULT
onsite energy e0 = 0.850 eV
hopping parameter t = 0.400 eV
host gap = 1.800 eV
singlet level = 0.050 eV
doublet levels = 1.250, 1.250 eV
singlet-doublet splitting = 1.200 eV
doublet depth below conduction edge = 0.550 eV
electrons in neutral vacancy = 2
orbital energy change of filled singlet = -1.600 eV
levels with t reversed = [0.45 0.45 1.65] eV
THREE-CENTRE S-ORBITAL TEST (one electron, STO-3G)
proton spacing = 1.50 angstrom
overlap = 0.2568 (no unit)
tau = 3.345 eV
orthogonalized hopping t = 2.974 eV
SYMMETRIC HOST PATCH
lowest three levels = [-0.2353  1.1114  1.1114] eV
doublet split by one uneven host site = 3.738 meV
NEGLECTED EFFECTS: ROUGH INPUTS AND COMPUTED SIZES
overlap s = 0.050 (no unit)
levels with overlap = [0.1227 1.2711 1.2711] eV
splitting with overlap = 1.1483 eV
spin-orbit hopping kappa = 15.0 meV
spin-orbit doublet splitting = 51.96 meV
change of one hopping delta = 40.0 meV
distortion splitting, exact = 53.04 meV
distortion splitting, linear = 53.33 meV
onsite repulsion U = 1.000 eV
two-electron singlet energy = 0.3543 eV
two-electron triplet energy = 1.3000 eV
singlet-triplet excitation = 0.9457 eV
host coupling V = 0.400 eV
host levels Ev, Ec = -1.500, 3.000 eV
levels with host coupling = [0.0952 1.219  1.219 ] eV
splitting with host coupling = 1.1238 eV
dangling-orbital weights = [0.9244 0.9328 0.9328] (no unit)
temperature = 300 K
thermal energy kT = 25.85 meV
relative thermal excited weight = 5.55e-20 (no unit)
vacancy density = 1.0e+13 cm^-2
vacancy spacing = 3.162 nm
effective mass = 0.50 electron masses
amplitude decay length = 0.372 nm
estimated vacancy coupling = 0.0817 meV
```
